\section*{Sneak resistance and size limit of an ideal floating crossbar}

\section{Definitions and conventions}

A crossbar has $m$ row lines and $n$ column lines, with one two-terminal memory cell at each crossing. The cell at row 1 and column 1 is selected. Row 1 is held at a voltage $V>0$ relative to ground, and column 1 is connected to ground through a load resistor $R_L$. The voltage $V_{\rm out}$ of column 1 is the output. All other lines float: each carries no net external current.

The following assumptions hold until they are explicitly relaxed.

\begin{enumerate}
\item The lines have no resistance, and the reading is taken in the dc steady state.
\item Every cell is ohmic. The selected cell has resistance $R_{\rm on}$ or $R_{\rm off}$, with $R_{\rm on}<R_{\rm off}$.
\item Every unselected cell has the same finite resistance $R_u$.
\end{enumerate}

Conductances are written $G=1/R$ with the same subscript. The sneak resistance $R_s$ is the resistance between row 1 and column 1 through the unselected cells alone. The read margin is
\begin{equation}
M=\frac{V_{\rm out}({\rm on})-V_{\rm out}({\rm off})}{V},
\label{eq:margin-def}
\end{equation}
where the two outputs are taken with the same load and the same unselected cells. The required margin is $M_*$, with $0<M_*<1$.

These definitions suit a resistive device such as a hafnia ferroelectric tunnel junction, whose polarization sets its resistance. A ferroelectric capacitor is read through its switched charge, and a dc sneak resistance does not describe that reading.

\section{The equivalent resistance}

\paragraph{Lemma 1.} For $m,n\ge2$,
\begin{equation}
R_s=R_u\,\frac{m+n-1}{(m-1)(n-1)} .
\label{eq:rs}
\end{equation}

\emph{Proof.} The line voltages are unique. Suppose that two sets satisfied Kirchhoff's equations, and let $w_i$ be their difference on line $i$. Then $w=0$ on the driven row, and the net current belonging to $w$ vanishes at every other line. Multiplying each net current by $w_i$ and summing gives
\begin{equation}
\sum_{\rm cells}G_{ij}(w_i-w_j)^2+G_Lw_{\rm out}^2=0 .
\end{equation}
Each term is non-negative, so each is zero. The cells connect all lines to the driven row, hence $w=0$ everywhere.

Exchanging two unselected columns leaves the equations unchanged. The exchanged solution is therefore also a solution, and by uniqueness it is the same one. All unselected columns thus share one voltage $P$, and by the same argument all unselected rows share one voltage $Q$.

Let $I_s$ be the total sneak current. It passes from row 1 to the unselected columns through $n-1$ cells, from there to the unselected rows through $(m-1)(n-1)$ cells, and finally to column 1 through $m-1$ cells. No current leaves the floating lines, so the three totals are equal:
\begin{align}
I_s&=(n-1)G_u(V-P),\\
I_s&=(m-1)(n-1)G_u(P-Q),\\
I_s&=(m-1)G_u(Q-V_{\rm out}).
\end{align}
Solving each line for its voltage drop and adding the drops gives
\begin{align}
\frac{V-V_{\rm out}}{I_s}
&=R_u\left[\frac1{n-1}+\frac1{(m-1)(n-1)}+\frac1{m-1}\right]\nonumber\\
&=R_u\,\frac{(m-1)+1+(n-1)}{(m-1)(n-1)},
\end{align}
which is Eq.~\eqref{eq:rs}. $\square$

For a square array, put $m=n=N$ and $k=N-1$. Then
\begin{equation}
R_s=R_u\frac{2k+1}{k^2}=R_u\frac{2N-1}{(N-1)^2}.
\label{eq:square}
\end{equation}
The three drops are proportional to $1/k$, $1/k^2$ and $1/k$, that is, to $k:1:k$. Most of the sneak voltage therefore falls on cells that touch a selected line. For large $N$, $R_s\simeq2R_u/N$: the many cells in the middle group are nearly a short circuit.

\section{The margin and the best load}

\paragraph{Lemma 2.} Let $a=G_{\rm on}+G_s$ and $b=G_{\rm off}+G_s$. Then
\begin{equation}
M=\frac{G_L(a-b)}{(a+G_L)(b+G_L)} .
\label{eq:margin}
\end{equation}
At fixed load, $M$ decreases as $G_s$ increases. At fixed $G_s$, the largest margin is
\begin{equation}
M_{\max}=\frac{\sqrt a-\sqrt b}{\sqrt a+\sqrt b},
\qquad G_L=\sqrt{ab}.
\label{eq:best}
\end{equation}

\emph{Proof.} The selected cell and the sneak network are in parallel. If their total conductance is $G$, current balance at column 1 reads $G(V-V_{\rm out})=G_LV_{\rm out}$, so
\begin{equation}
\frac{V_{\rm out}}V=\frac{G}{G+G_L}.
\label{eq:divider}
\end{equation}
Subtracting the off output from the on output gives
\begin{equation}
M=\frac a{a+G_L}-\frac b{b+G_L}
=\frac{a(b+G_L)-b(a+G_L)}{(a+G_L)(b+G_L)} .
\end{equation}
The terms $ab$ cancel, which leaves Eq.~\eqref{eq:margin}. The difference $a-b=G_{\rm on}-G_{\rm off}$ does not contain $G_s$, while both factors of the denominator grow with it. This proves the monotonic decrease.

To find the best load, divide numerator and denominator by $G_L$:
\begin{equation}
M=\frac{a-b}{G_L+ab/G_L+a+b}.
\end{equation}
Since $G_L+ab/G_L-2\sqrt{ab}=(\sqrt{G_L}-\sqrt{ab/G_L})^2\ge0$, the denominator is smallest at $G_L=\sqrt{ab}$, where it equals $(\sqrt a+\sqrt b)^2$. Factoring $a-b=(\sqrt a-\sqrt b)(\sqrt a+\sqrt b)$ gives Eq.~\eqref{eq:best}. $\square$

\section{The array size}

\paragraph{Theorem.} Under assumptions 1--3, let $G_s^*$ be the tolerable sneak conductance given below, and let $g=G_s^*/G_u$. If $G_s^*\ge0$, the largest square array with $M\ge M_*$ has $N=\lfloor N_*\rfloor$, where
\begin{equation}
N_*=1+g+\sqrt{g(g+1)} .
\label{eq:size}
\end{equation}
If $G_s^*<0$, even a single cell fails.

(i) For a fixed load,
\begin{equation}
G_s^*=\frac{-(G_{\rm on}+G_{\rm off})+\sqrt{D}}2-G_L,
\label{eq:fixed}
\end{equation}
with $D=(G_{\rm on}-G_{\rm off})^2+4G_L(G_{\rm on}-G_{\rm off})/M_*$.

(ii) If the load is optimized at each array size,
\begin{equation}
G_s^*=\frac{G_{\rm on}-\rho G_{\rm off}}{\rho-1},
\qquad \rho=\left(\frac{1+M_*}{1-M_*}\right)^2 .
\label{eq:optimal}
\end{equation}

\emph{Proof.} For a fixed load, put $x=G_s+G_L$. By Eq.~\eqref{eq:margin}, the requirement $M\ge M_*$ is
\begin{equation}
(x+G_{\rm on})(x+G_{\rm off})\le
\frac{G_L(G_{\rm on}-G_{\rm off})}{M_*}.
\end{equation}
The left side increases for $x>0$, so the limit is the larger root of
\begin{equation}
x^2+(G_{\rm on}+G_{\rm off})x+G_{\rm on}G_{\rm off}
-\frac{G_L(G_{\rm on}-G_{\rm off})}{M_*}=0 .
\end{equation}
Its discriminant is $D$, because $(G_{\rm on}+G_{\rm off})^2-4G_{\rm on}G_{\rm off}=(G_{\rm on}-G_{\rm off})^2$. Subtracting $G_L$ from the root gives Eq.~\eqref{eq:fixed}.

For the best load, Eq.~\eqref{eq:best} turns $M_{\max}\ge M_*$ into $\sqrt a(1-M_*)\ge\sqrt b(1+M_*)$, or $a\ge\rho b$. Inserting $a$ and $b$ gives
\begin{equation}
G_{\rm on}+G_s\ge\rho(G_{\rm off}+G_s)
\quad\Longleftrightarrow\quad
(\rho-1)G_s\le G_{\rm on}-\rho G_{\rm off}.
\end{equation}
Since $\rho>1$, division by $\rho-1$ gives Eq.~\eqref{eq:optimal}.

In both cases the condition is $G_s\le G_s^*$. By Eq.~\eqref{eq:square} it becomes
\begin{equation}
F(k)\equiv\frac{k^2}{2k+1}\le g .
\end{equation}
The derivative $F'(k)=2k(k+1)/(2k+1)^2$ is positive for $k>0$, so the limit is the non-negative root of $k^2-2gk-g=0$, namely $k=g+\sqrt{g^2+g}$. Adding one gives Eq.~\eqref{eq:size}. The case $N=1$ is included with $G_s=0$. $\square$

\paragraph{Remark 1: large arrays.} For $g\gg1$, $\sqrt{g^2+g}=g+\frac12-1/(8g)+\cdots$, so
\begin{equation}
N_*\simeq2g+\tfrac32 .
\end{equation}
At fixed $G_s^*$, the side of a large array grows in proportion to $R_u$.

\paragraph{Remark 2: infinite on/off ratio.} Let $G_u=G_{\rm on}$ and $G_{\rm off}\to0$, with the best load. Since $(1+M_*)^2-(1-M_*)^2=4M_*$,
\begin{equation}
g=\frac1{\rho-1}=\frac{(1-M_*)^2}{4M_*}.
\end{equation}
The size stays finite, because an off cell that conducts nothing is still bypassed by conducting neighbours. For $M_*=0.10$, $g=0.81/0.40=2.025$ and $N_*=5.50$. Five lines per side is then the limit for ohmic cells with all neighbours on, however large the on/off ratio.

\section{Rectangular arrays}

\paragraph{Corollary.} For $m\ge2$ rows and tolerance $g>0$, the number of columns is limited by
\begin{equation}
n_*=1+\frac{gm}{m-1-g}\qquad (m-1>g).
\label{eq:rectangle}
\end{equation}
If $m-1\le g$, the ideal model sets no limit on $n$.

\emph{Proof.} Put $p=m-1$ and $q=n-1$. Equation~\eqref{eq:rs} gives the condition $pq/(p+q+1)\le g$, or $q(p-g)\le g(p+1)$. If $p>g$, division gives Eq.~\eqref{eq:rectangle}. If $p\le g$, the left side is not positive and the condition holds for every $q$. $\square$

The reason is that all sneak current must enter column 1 through its $m-1$ unselected cells. Their conductance $(m-1)G_u$ bounds $G_s$, however many columns are added.

\section{Stored data and the choice of reference}

Stored data make the neighbours unequal. Assumption 3 is now replaced by the condition that each unselected cell is either on or off.

\paragraph{Proposition.} At a given load, the same-background margin is smallest when all unselected cells are on. In a square $N\times N$ array, a fixed reference that must work for every background can separate the two states only for $N\le3$.

\emph{Proof.} Apply a voltage $U$ across the sneak network. The power $\sum G_{ij}(\phi_i-\phi_j)^2$ is a convex quadratic function of the floating-line voltages. Setting its derivatives to zero gives Kirchhoff's equations, so the physical voltages minimize it, and the minimum is $G_sU^2$. Raising any $G_{ij}$ does not lower the power for any trial voltages, so it cannot lower the minimum. Hence $G_s$ is largest with all neighbours on, and Lemma 2 gives the first claim.

By Eq.~\eqref{eq:divider} the output rises with total conductance. The lowest on output occurs with all neighbours off, and the highest off output with all neighbours on. Their total conductances differ by
\begin{equation}
(G_{\rm on}+FG_{\rm off})-(G_{\rm off}+FG_{\rm on})
=(G_{\rm on}-G_{\rm off})(1-F),
\label{eq:window}
\end{equation}
with $F=(N-1)^2/(2N-1)$. Since $F=4/5$ at $N=3$ and $F=9/7$ at $N=4$, and $F$ increases with $N$, the sign changes between these sizes. $\square$

This crossing does not depend on the on/off ratio or the load. The theorem with $R_u=R_{\rm on}$ therefore guarantees the margin for all stored data if the reference is obtained with the same background, for instance by reading the selected cell in both of its states. With a fixed reference it gives no such guarantee in general.

\section{A worked example}

Take $R_{\rm on}=R_L=100$ M$\Omega$, $R_{\rm off}=1000$ M$\Omega$, $V=0.20$ V and $M_*=0.10$, with all neighbours on. In units of $G_{\rm on}$, $G_{\rm off}=0.1$ and $G_L=1$. Equation~\eqref{eq:fixed} gives
\begin{equation}
g=\frac{-1.1+\sqrt{0.9^2+4(0.9)/0.10}}2-1=1.484 .
\end{equation}
The smallest tolerable sneak resistance is $100/1.484=67.4$ M$\Omega$, and
\begin{equation}
N_*=1+1.484+\sqrt{1.484\times2.484}=4.40 .
\end{equation}
The limit is thus a $4\times4$ array. Its sneak resistance is $100\times7/9=77.8$ M$\Omega$, while a $5\times5$ array has $100\times9/16=56.3$ M$\Omega$. The margins are 0.115 and 0.083, against 0.409 for a single cell. At $N=4$ the voltage difference is 23 mV.

Optimizing the load raises $g$ to 1.72 and $N_*$ to 4.89, which still allows only four lines per side. At $N=4$ the best load is 56 M$\Omega$ and the margin 0.124; at $N=5$ the best margin is 0.098, just short of the requirement.

With the original fixed load, three rows give $n_*=9.62$, hence nine columns and 27 cells instead of 16. An array of two rows and 400 columns still has a margin of 0.143, since here $m-1=1<g$.

If all neighbours are off, $g$ is ten times larger and $N_*=31.2$. This figure cannot be used for arbitrary data. With a fixed reference, the window between the lowest on output and the highest off output, divided by $V$, is 0.206 at $N=2$, 0.046 at $N=3$ and $-0.051$ at $N=4$. The largest square array with a window of at least 0.10 is then $2\times2$.

\section{Relation to real junctions}

The parameters are illustrative, chosen with leaky ultrathin hafnia junctions of area 1 $\mu$m$^2$ and thickness 3 nm in mind. Junction resistances span many decades with thickness and layer stack, but for a given required margin the ideal size depends only on resistance ratios. The field added by the read voltage cannot exceed $V$ divided by the thickness, 0.67 MV/cm, and is smaller in the steady state because the load takes part of the voltage. This bound lies below a rough coercive field of 1--2 MV/cm; built-in and depolarization fields, which add to it in a real stack, and slow disturbance by repeated reads are not modelled. Of the effects sized below, cell spread and a load that does not follow the cells move the margin most.

The following estimates refer to the $4\times4$ array with fixed load and all neighbours on, whose ideal margin is 0.115. Each effect is added separately.

\begin{itemize}
\item \emph{Cell spread.} Let the logarithm of each cell's conductance have a standard deviation of 0.30, with the selected cell's two states scaled together. The mean margin hardly changes, but the fifth percentile is about 0.08, and more than a quarter of the random samples fall below 0.10. The nominal size limit is therefore not a yield guarantee.
\item \emph{Heating.} If all cell conductances double while the load stays unchanged, the margin falls to 0.086. The factor two is an assumed sensitivity. If the load conductance doubled too, Eq.~\eqref{eq:margin} would leave $M$ unchanged.
\item \emph{Nonlinearity.} Let the cell current be proportional to $\sinh(v/v_0)$, with $v_0=0.20$ V and the stated resistances defined at 0.20 V. The current ratio between full and half read voltage is 2.26. The margin becomes 0.120, and the largest array is still $4\times4$. Almost all of this gain arises because the cells sit well below 0.20 V, where their conductance approaches $1/\sinh1=0.85$ of the stated value: ohmic cells with these smaller conductances and the same load already give 0.119. This mild nonlinearity does not represent a strong selector device.
\item \emph{Line resistance.} With 200 $\Omega$ per line segment and the selected cell at the corner farthest from the driver and the sense point, the margin changes by only about $-1.3\times10^{-6}$, because the cells are far more resistive. At the nearest corner the change is of similar size but positive.
\item \emph{Settling and noise.} A relative permittivity of 30 gives 89 fF per cell. With 100 fF at the sense input, the slowest time constants are 9.2 $\mu$s for an on cell and 12.7 $\mu$s for an off cell. The dc margin applies after several such times. Capacitance of the lines to ground is left out; 50 fF on every line would raise these times to about 17 and 20 $\mu$s. Thermal noise of this passive network at 300 K is 0.12 mV rms, small against 23 mV; shot noise of the biased junctions, amplifier noise and offset are not included.
\end{itemize}

The derivation also fails if unselected lines are held at fixed voltages, since current can then leave the three-group chain. The values used here are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
on, off, load resistance: 100, 1000, 100 Mohm
read voltage: 0.20 V; margin threshold: 0.10
cell area: 1.0 um2; film: 3.0 nm
largest possible read field: 0.667 MV/cm
single-cell margin, fixed load: 0.4091
tolerable sneak resistance, fixed load: 67.41 Mohm
g, fixed load, all-on background: 1.4836
N*, fixed load, all-on: 4.403; largest N: 4
sneak resistance N=4: 77.78 Mohm
sneak resistance N=5: 56.25 Mohm
margin N=4: 0.1148; N=5: 0.0828
margin in volts N=4: 22.96 mV
tolerable sneak resistance, best load: 58.06 Mohm
g, best load, all-on background: 1.7225
N*, best load, all-on: 4.888; largest N: 4
best load N=4: 56.19 Mohm; margin: 0.1245
best load N=5: 43.79 Mohm; margin: 0.0976
infinite on/off ratio, best load: g = 2.0250
N*, infinite ratio: 5.500; largest N: 5
N*, fixed load, all-off background: 31.163
3 rows, fixed load: n* = 9.618; columns: 9
2 rows x 400 columns, fixed load: margin 0.1434
fixed-reference window / V, N=2: 0.2059
fixed-reference window / V, N=3: 0.0455
fixed-reference window / V, N=4: -0.0506
--- neglected effects, N=4, fixed load, all-on background
line resistance per segment: 200 ohm
margin change from lines: -1.27e-06
sinh slope voltage: 0.20 V
current ratio full/half read voltage: 2.255
margin with sinh law: 0.1197; largest N: 4
log-normal spread of cell conductance (sigma of ln): 0.30
margin with spread, mean: 0.1157
margin with spread, 5th percentile: 0.0778
fraction of samples below threshold: 0.270
cell conductances x 2, same load: margin 0.0857
relative permittivity: 30; cell cap.: 88.5 fF
sense input capacitance: 100 fF
slowest time constant, on cell: 9.20 us
slowest time constant, off cell: 12.67 us
thermal noise at 300 K, rms: 0.117 mV
\end{verbatim}
